# The CASSCF Orbital Gradient from Two Fock Matrices and the Q Matrix

In a small-basis model of the carbon atom with four active electrons, the slope of the energy against mixing 2s with the next s orbital, labelled 3s, is \(-2\) times the sum of two numbers of opposite sign. One is \(-0.6233\) hartree, from an effective one-electron matrix. The other is \(+0.6211\) hartree, from the repulsion among the active electrons. Their sum is \(-0.0022\) hartree, so the slope is \(+0.0044\) hartree. The theorem below says what the two numbers are and which integrals they require. The example then shows why they nearly cancel and what the remainder means.

## Setting and conventions

The orbitals \(\phi_p\) are real and orthonormal, and the Hamiltonian is spin-free. With nuclei of charge \(Z_Ke\) at \(\mathbf R_K\), the integrals are

\[
h_{pq}=\int\phi_p\Big(-\frac{\hbar^2}{2m_e}\nabla^2-\sum_K\frac{Z_Ke^2}{4\pi\varepsilon_0|\mathbf r-\mathbf R_K|}\Big)\phi_q\,d\mathbf r ,
\]

\[
g_{pqrs}=(pq|rs)=\iint\phi_p(\mathbf r_1)\phi_q(\mathbf r_1)\frac{e^2}{4\pi\varepsilon_0 r_{12}}\phi_r(\mathbf r_2)\phi_s(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2 .
\]

For real orbitals \(g_{pqrs}=g_{qprs}=g_{pqsr}=g_{rspq}\). All results are linear in \(h\) and \(g\), so they hold in any energy unit. The example uses the hartree.

With \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), and apart from the constant nuclear repulsion,

\[
H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}g_{pqrs}\,e_{pqrs},\qquad
e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\]

The last equality follows by moving \(a_{q\sigma}\) to the right, first past \(a^\dagger_{r\tau}\), which produces the \(\delta_{qr}\) term, and then past \(a_{s\tau}\).

The normalized state \(|0\rangle\) has real CI coefficients. Its orbitals fall into three classes:

- inactive \(i,j\), doubly occupied in every determinant;
- active \(v,w,x,y\), with any occupation;
- virtual \(a\), empty in every determinant.

The letters \(m,n,p,q,r,s\) denote any orbital, and "occupied" means inactive or active. The density matrices are \(D_{pq}=\langle E_{pq}\rangle\) and \(d_{pqrs}=\langle e_{pqrs}\rangle\).

Orbitals are rotated by \(\hat\kappa=\sum_{pq}\kappa_{pq}E_{pq}\) with \(\kappa\) real and antisymmetric. Since \([\hat\kappa,a^\dagger_{p\sigma}]=\sum_q a^\dagger_{q\sigma}\kappa_{qp}\), the state \(e^{-\hat\kappa}|0\rangle\) has the same CI coefficients as \(|0\rangle\), but in orbitals with coefficient matrix \(C e^{-\kappa}\).

## Theorem

Define

\[
F^I_{mn}=h_{mn}+\sum_i(2g_{mnii}-g_{miin}),\qquad
F^A_{mn}=\sum_{vw}D_{vw}\big(g_{mnvw}-\tfrac12g_{mwvn}\big),
\]

\[
Q_{vn}=\sum_{wxy}d_{vwxy}\,(nw|xy).
\]

**(a)** At \(\kappa=0\) and fixed CI coefficients, \(\partial E/\partial\kappa_{mn}=2(F_{mn}-F_{nm})\) for \(m>n\), where

\[
F_{in}=2(F^I_{ni}+F^A_{ni}),\qquad
F_{vn}=\sum_wD_{vw}F^I_{nw}+Q_{vn},\qquad
F_{an}=0 .
\]

**(b)** Every two-electron integral over orbitals that enters this gradient has one general index and three occupied indices. If \(F^I\) and \(F^A\) are built from integrals over basis functions, the only two-electron integrals over orbitals that remain in the gradient are \((nw|xy)\), with one general and three active indices.

The second sentence of (b) needs its condition. Written out over orbitals, the Fock matrices contain integrals such as \((ni|jj)\), so three active indices do not suffice unless the Fock matrices are obtained separately.

## Lemma 1: the gradient as a commutator

*With \(F_{mn}=\sum_\sigma\langle a^\dagger_{m\sigma}[a_{n\sigma},H]\rangle\), the gradient is \(2(F_{mn}-F_{nm})\), and*

\[
F_{mn}=\sum_qD_{mq}h_{nq}+\sum_{qrs}d_{mqrs}\,g_{nqrs}.
\]

*Proof.* Because \(\kappa\) is real and antisymmetric, \(\hat\kappa^\dagger=-\hat\kappa\). Hence

\[
E(\kappa)=\langle0|e^{\hat\kappa}He^{-\hat\kappa}|0\rangle=\langle H\rangle+\langle[\hat\kappa,H]\rangle+O(\kappa^2).
\]

The independent parameters are \(\kappa_{mn}\) with \(m>n\), and each multiplies \(E_{mn}-E_{nm}\). Therefore

\[
\frac{\partial E}{\partial\kappa_{mn}}=\langle[E_{mn},H]\rangle-\langle[E_{nm},H]\rangle .
\]

By the product rule for commutators,

\[
\langle[E_{mn},H]\rangle=\sum_\sigma\langle a^\dagger_{m\sigma}[a_{n\sigma},H]\rangle+\sum_\sigma\langle[a^\dagger_{m\sigma},H]a_{n\sigma}\rangle .
\]

The first sum is \(F_{mn}\). For the second, \([a^\dagger_{m\sigma},H]=-([a_{m\sigma},H])^\dagger\), so it equals \(-\sum_\sigma\langle a^\dagger_{n\sigma}[a_{m\sigma},H]\rangle^*=-F_{nm}\), all quantities being real. Thus \(\langle[E_{mn},H]\rangle=F_{mn}-F_{nm}\). Subtracting the expression with \(m\) and \(n\) exchanged doubles it.

It remains to evaluate \([a_{n\sigma},H]\). The one-electron part gives \(\sum_qh_{nq}a_{q\sigma}\). In the two-electron part, \(a_{n\sigma}\) passes two creation operators and then two annihilation operators:

\[
[a_{n\sigma},a^\dagger_{p\rho}a^\dagger_{r\tau}a_{s\tau}a_{q\rho}]
=\delta_{np}\delta_{\sigma\rho}\,a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
-\delta_{nr}\delta_{\sigma\tau}\,a^\dagger_{p\rho}a_{s\sigma}a_{q\rho}.
\]

Exchanging the two annihilators in the last term makes its sign positive. Relabelling \(p\leftrightarrow r\), \(q\leftrightarrow s\) and using \(g_{pqrs}=g_{rspq}\) then makes its sum equal to that of the first term. The two equal sums cancel the factor \(\tfrac12\), so

\[
[a_{n\sigma},H]=\sum_qh_{nq}a_{q\sigma}+\sum_{qrs}\sum_\tau g_{nqrs}\,a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\]

Multiplying from the left by \(a^\dagger_{m\sigma}\), summing over \(\sigma\) and taking the expectation value gives the stated \(F_{mn}\). ∎

## Lemma 2: densities with an inactive or virtual index

*Any element of \(D\) or \(d\) with a virtual index is zero. For inactive \(i\) and any \(q,r,s\),*

\[
D_{iq}=2\delta_{iq},\qquad d_{iqrs}=2\delta_{iq}D_{rs}-\delta_{is}D_{rq}.
\]

*Proof.* A virtual annihilator can be moved to the right past the other annihilator, where it gives \(a_{a\sigma}|0\rangle=0\). A virtual creator can be moved to the left, where it gives \(\langle0|a^\dagger_{a\sigma}=0\).

An inactive orbital is full, so \(a^\dagger_{i\sigma}|0\rangle=0\). Moving \(a^\dagger_{i\sigma}\) to the right in \(D_{iq}\) leaves \(\sum_\sigma\delta_{iq}=2\delta_{iq}\). In the two-electron operator the same movement gives

\[
a^\dagger_{i\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
=-a^\dagger_{r\tau}\big(\delta_{is}\delta_{\sigma\tau}-a_{s\tau}a^\dagger_{i\sigma}\big)a_{q\sigma}
=-\delta_{is}\delta_{\sigma\tau}a^\dagger_{r\tau}a_{q\sigma}+\delta_{iq}a^\dagger_{r\tau}a_{s\tau}-a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}a^\dagger_{i\sigma}.
\]

The last term annihilates \(|0\rangle\). In the spin sum the \(\delta_{iq}\) term has a free \(\sigma\), hence its factor 2. The \(\delta_{is}\) term has one common spin and no such factor. ∎

The first term is the classical repulsion with a full orbital. The second is exchange, which acts between equal spins and therefore has half the weight.

## Proof of the theorem

*Inactive row.* Insert Lemma 2 into the formula for \(F_{in}\):

\[
F_{in}=2h_{ni}+2\sum_{rs}D_{rs}g_{nirs}-\sum_{qr}D_{rq}g_{nqri}
=2\Big[h_{ni}+\sum_{rs}D_{rs}\big(g_{nirs}-\tfrac12g_{nsri}\big)\Big],
\]

where \(q\) was renamed \(s\) in the exchange sum. The matrix \(D\) has an inactive block \(2\delta_{jk}\), an active block \(D_{vw}\), and no elements between them. The inactive block gives \(\sum_j(2g_{nijj}-g_{njji})\), which completes \(h_{ni}\) to \(F^I_{ni}\). The active block gives \(F^A_{ni}\).

*Active row.* In \(\sum_{qrs}d_{vqrs}g_{nqrs}\), the index \(r\) belongs to a creator and can be inactive or active.

If \(r=j\) is inactive, the symmetry \(d_{vqjs}=d_{jsvq}\) and Lemma 2 give \(2\delta_{js}D_{vq}-\delta_{jq}D_{vs}\). The contribution is

\[
\sum_{jq}2D_{vq}g_{nqjj}-\sum_{js}D_{vs}g_{njjs}
=\sum_wD_{vw}\sum_j(2g_{nwjj}-g_{njjw}),
\]

since \(D_{vq}\) is nonzero only for active \(q\). Together with \(\sum_wD_{vw}h_{nw}\) this is \(\sum_wD_{vw}F^I_{nw}\).

If \(r\) is active, both creators are active. An inactive annihilator would then anticommute with everything to its left and reach \(\langle0|a_{j\sigma}=(a^\dagger_{j\sigma}|0\rangle)^\dagger=0\). Hence \(q\) and \(s\) are active too, and what remains is \(Q_{vn}\).

*Virtual row.* It vanishes by Lemma 2. This proves (a).

*Integrals.* The inactive row contains \(g_{nijj}\), \(g_{njji}\), \(g_{nivw}\) and \(g_{nwvi}\). The active row contains \(g_{nwjj}\), \(g_{njjw}\) and \((nw|xy)\). Each has the single general index \(n\). Now expand the orbitals in basis functions \(\chi_\mu\) with coefficients \(C_{\mu p}\), and define

\[
P^I_{\lambda\eta}=2\sum_iC_{\lambda i}C_{\eta i},\qquad
P^A_{\lambda\eta}=\sum_{vw}C_{\lambda v}D_{vw}C_{\eta w},
\]

\[
V_{\mu\nu}[P]=\sum_{\lambda\eta}P_{\lambda\eta}\big[(\mu\nu|\lambda\eta)-\tfrac12(\mu\eta|\lambda\nu)\big].
\]

Substitution into the definitions gives \(F^I=C^T(h+V[P^I])C\), with \(h\) over basis functions, and \(F^A=C^TV[P^A]C\). Only matrices with two indices are transformed here. The integrals in \(Q\) are contracted with \(d\), which in general is not a product of one-electron densities, so no single two-index density matrix replaces them, and in this form of the gradient they are the only orbital integrals left. They too can be avoided, at the price of one density matrix for every active pair: with \(P^{vw}_{\lambda\eta}=\sum_{xy}C_{\lambda x}d_{vwxy}C_{\eta y}\), substitution gives \(Q_{vn}=\sum_w\sum_{\mu\nu}C_{\mu n}C_{\nu w}\sum_{\lambda\eta}(\mu\nu|\lambda\eta)P^{vw}_{\lambda\eta}\). This proves (b). ∎

## Remarks on the result

**Blocks.** Written out, the gradient is

\[
\begin{aligned}
\partial E/\partial\kappa_{ai}&=-4(F^I+F^A)_{ai},\\
\partial E/\partial\kappa_{vi}&=2\Big(\sum_wD_{vw}F^I_{iw}+Q_{vi}\Big)-4(F^I+F^A)_{vi},\\
\partial E/\partial\kappa_{av}&=-2\Big(\sum_wD_{vw}F^I_{aw}+Q_{va}\Big).
\end{aligned}
\]

Inactive–inactive elements vanish because \(F^I+F^A\) is symmetric, and virtual–virtual elements because both rows are zero. With no active orbitals, setting the first line to zero gives the closed-shell Hartree–Fock condition \(F^I_{ai}=0\).

**Active–active rotations.** Let \(A=E_{vw}-E_{wv}\). In a complete active space \(A|0\rangle\) stays inside the CI space. If \(|0\rangle\) is a CI eigenvector with energy \(E\), only the part \(E|0\rangle\) of \(H|0\rangle\) overlaps with \(A|0\rangle\). Then \(\langle[A,H]\rangle=E\langle A\rangle-E\langle A\rangle=0\). The argument fails for a truncated active CI expansion or an unconverged CI vector. For random CI vectors, the largest active–active element was 0.200 hartree in the smaller of the two cases tested. Part (a) still holds there, since it assumes only a fixed vector.

**Which integrals matter.** The numerical check altered chosen classes of orbital integrals by random amounts of a few tenths of a hartree, keeping their permutation symmetry, and recomputed the gradient from determinants. Altering those with two or more virtual indices changed nothing beyond rounding, about \(10^{-14}\) hartree. Altering those with one virtual and three active indices changed some element by 0.695 hartree in the smaller of the two cases. Altering those with inactive indices and at most one virtual index did so by at least 4 hartree, which confirms that the Fock matrices cannot be dropped from the statement.

**Size.** For 500 orbitals, 10 of them active, the array \((nw|xy)\) has \(500\times10^3\) entries. At 8 bytes each this is 4 MB, against 500 GB for all \((pq|rs)\), both without permutation symmetry. The saving concerns the transformed integrals. The basis-function integrals must still be processed.

## Example: the carbon atom

Take the \(^3P\) state in the 6-31G basis, with 1s inactive and four electrons in 2s and 2p. This is a model calculation: the basis is small, the 1s pair is uncorrelated, and relativity is left out. The starting orbitals diagonalize a spherically averaged field with occupations 2 for 1s and 2s and \(2/3\) for each 2p orbital.

The labels 3s and 3p mean only the next orbitals of each symmetry in this basis. The 3s orbital here has a root-mean-square radius of 2.50 bohr, against 1.70 bohr for 2s, so it is not the diffuse 3s orbital of an excited carbon atom. The gradient elements below therefore depend on the basis. Their signs also depend on the orbital phases: reversing the sign of 3s reverses the 3s–2s slope. The phases used here make \((3s\,2s|2s\,2s)\) and \((3p_x\,2p_x|2p_x\,2p_x)\) positive. As a measure of the basis dependence, in cc-pVTZ the 3s radius is 2.95 bohr, the 3s–2s slope falls from 0.0044 to 0.0033 hartree, and the 3px–2px gradient moves from 0.1714 to 0.1707 hartree.

Choose the component with 2px and 2py singly occupied, both with spin up. Reflection symmetry leaves two of the 16 determinants:

\[
|0\rangle=c_1|2s^2\,2p_x2p_y\rangle+c_2|2p_z^2\,2p_x2p_y\rangle,\qquad c_1=0.990405,\quad c_2=-0.138198 .
\]

The second determinant is the first with the 2s pair replaced in place by a 2pz pair. The coupling between them is \((2s\,2p_z|2s\,2p_z)\), the self-repulsion of a real charge distribution and hence positive. The lower root therefore has coefficients of opposite sign.

**Q by hand.** Write \(S,X,Y,Z\) for the active orbitals and \(S'\) for 3s. Since \(S\) is doubly occupied in the first determinant and empty in the second, the nonzero elements \(d_{Swxy}\) are

\[
d_{SSSS}=d_{SSXX}=d_{SSYY}=2c_1^2,\qquad d_{SXXS}=d_{SYYS}=-c_1^2,\qquad d_{SZSZ}=2c_1c_2 .
\]

The first group counts ordered electron pairs. The second is exchange with the one 2s electron of equal spin. The last moves a pair between the determinants, with two spin orders. Define

\[
A=(S'S|SS)=0.125417,\quad B=(S'S|XX)=0.100205,\quad K=(S'X|SX)=0.008085
\]

in hartree. Spherical symmetry of the starting orbitals gives the same \(B\) and \(K\) for each p direction. Then

\[
Q_{SS'}=c_1^2(2A+4B-2K)+2c_1c_2K=0.6211\ \text{hartree}.
\]

With \(D_{SS}=2c_1^2=1.961803\) and \(F^I_{S'S}=-0.317743\) hartree, the other part is \(D_{SS}F^I_{S'S}=-0.6233\) hartree. These are the two numbers of the opening.

**Why they cancel.** In the averaged field the full 2s orbital contributes \(2A-A=A\) to the 3s–2s element. The three 2p orbitals contribute \(3\cdot\tfrac23(B-\tfrac12K)=2B-K\). The starting orbitals diagonalize this field, so

\[
F^I_{S'S}+A+2B-K=0 .
\]

The printed values agree: \(0.125417+0.200410-0.008085=0.317742\). Inserting this condition,

\[
F_{SS'}=2c_1^2\big(F^I_{S'S}+A+2B-K\big)+2c_1c_2K=2c_1c_2K=-0.002213\ \text{hartree}.
\]

The large numbers are thus a mean-field balance already met by the starting orbitals. The remainder comes from the pair excitation alone and vanishes with \(c_2\). The gradient is \(-2F_{SS'}=0.004426\) hartree, or 0.0193 aJ. Finite differences of the energy, with the CI vector re-optimized at each step, give the same value. They should, because a CI eigenvector makes the energy stationary against its own first-order change.

**The largest element.** For 3px–2px, \(D_{XX}=1\) and

\[
F_{XX'}=-0.456060+0.370379=-0.085681\ \text{hartree},
\]

so the gradient is 0.1714 hartree. Here the averaged field is a poor guide even at \(c_2=0\). It puts \(\tfrac13(X'X|XX)+\tfrac43(X'X|YY)-\tfrac23(X'Y|YX)\) where the true open shell has \((X'X|YY)-(X'Y|YX)\). The true value minus the averaged one is

\[
F_{XX'}\big|_{c_2=0}=-\tfrac13\big[(X'X|XX)+(X'X|YY)+(X'Y|YX)\big].
\]

This is \(-0.0851\) hartree, nearly the whole element, whereas the averaged field gives zero.

The first term has a simple reading. In the averaged field 2px holds a third of an electron of each spin. For the spin-up third, Coulomb and exchange cancel in this element. The spin-down third leaves \(\tfrac13(X'X|XX)\). The true state has no spin-down electron in 2px, and the first term removes this repulsion.

**At the optimum.** Minimizing the energy over the six rotations allowed by the reflection symmetries, using energies only, lowers it from \(-37.6751\) to \(-37.6956\) hartree (\(-164.343\) aJ). The largest element of the gradient from the theorem is then \(3\times10^{-7}\) hartree. The 2pz occupation rises from 0.038 to 0.045, so the optimized orbitals give the pair excitation more weight. These rotations let 2pz take a radial shape different from that of 2px and 2py, so the optimized state is no longer a pure \(^3P\) state: \(\langle L^2\rangle=2.0015\,\hbar^2\) instead of \(2\hbar^2\). With one radial function kept for all three p orbitals, the minimum lies at \(-37.6946\) hartree and the 2pz occupation is again 0.045. These values belong to the 6-31G basis and are not converged in it. In cc-pVTZ, with all rotations allowed by the reflection symmetries, the optimized energy is \(-37.706\) hartree, about 0.010 hartree lower, the 2pz occupation rises from 0.034 to 0.046, and \(\langle L^2\rangle=2.0034\,\hbar^2\).

## Calculated quantities

```
TESTS, random orbitals and CI vectors, two partitions (hartree)
F, Fock form vs full definition, max error: 1.1e-14
gradient vs commutator, max error: 7.1e-15
gradient vs finite difference, max error: 7.1e-12
largest gradient change when integrals are altered:
  two or more virtual indices: 8.9e-15
  one virtual, three active (smaller case): 0.695
  with inactive, at most one virtual: 4.064
active-active gradient, CI eigenvector: 1.2e-14
active-active gradient, random CI vector: 0.200
CARBON 3P, 6-31G, averaged-field starting orbitals (hartree)
orbitals: 9, inactive 1, active 4, virtual 4
determinants in active space: 16, used: 2
c1 = 0.990405, c2 = -0.138198 (no unit)
occupations 2s 2px 2py 2pz (no unit): 1.961803 1.000000 1.000000 0.038197
starting energy: -37.67505115 hartree
rotation m-n: FI_mn, FA_mn, Q, F_mn, F_nm, gradient (hartree)
  2s-1s: 0.046213, -0.046574, -0.096143, -0.005482, -0.000721, -0.009522
  3s-1s: 0.030057, -0.030230, none, 0.000000, -0.000346, 0.000693
  3s-2s: -0.317743, 0.319021, 0.621136, 0.000000, -0.002213, 0.004426
  3px-2px: -0.456060, 0.438921, 0.370379, 0.000000, -0.085681, 0.171362
  3py-2py: -0.456060, 0.438921, 0.370379, 0.000000, -0.085681, 0.171362
  3pz-2pz: -0.456060, 0.486808, 0.002560, 0.000000, -0.014860, 0.029721
3s-2s rotation by hand (hartree):
  A = (3s 2s|2s 2s) = 0.125417
  B = (3s 2s|2px 2px) = 0.100205
  K = (3s 2px|2s 2px) = 0.008085
  Q from c1, c2, A, B, K = 0.621136
  gradient by finite difference = 0.004426
  gradient in attojoule = 0.019298 aJ
optimized energy: -37.69560914 hartree = -164.34323 aJ
energy lowering: 0.02055799 hartree
largest gradient before: 0.171362 hartree
largest gradient at optimum: 2.8e-07 hartree
optimized occupations 2s 2px 2py 2pz (no unit): 1.955110 1.000000 1.000000 0.044890
(nw|xy) array entries: 576, full (pq|rs): 6561
storage for 500 orbitals, 10 active, 8 bytes per entry:
  (nw|xy): 4.0 MB
  full (pq|rs): 500.0 GB
```
